\section*{When k and −k may be merged in Brillouin-zone sums, part 2}

The problem is when a zone sum, taken in one magnetic state, may be merged: one point of each pair $\{\mathbf{k},-\mathbf{k}\}$ is kept with doubled weight, while points with $\mathbf{k}\equiv-\mathbf{k}$ modulo a reciprocal lattice vector keep single weight. Hartree atomic units are used. The Hamiltonian for two-component spinors $\psi$ is
\begin{equation}
H[\mathbf{B}]=\tfrac12\mathbf{p}^2+V(\mathbf{r})+\mathbf{B}(\mathbf{r})\cdot\boldsymbol{\sigma}+\lambda\,\boldsymbol{\sigma}\cdot(\nabla V\times\mathbf{p}),
\label{eq:H}
\end{equation}
with $V$ and the exchange field $\mathbf{B}$ real and periodic in the magnetic lattice (vectors $\mathbf{L}$), $\lambda=\alpha^2/4$ the spin-orbit (SOC) strength, and $\mathbf{w}=\nabla V\times\mathbf{p}$. In plane waves, with $\mathbf{q}=\mathbf{k}+\mathbf{G}$, $\mathbf{q}'=\mathbf{k}+\mathbf{G}'$ and Fourier coefficients $V_{\mathbf{G}}$, $\mathbf{B}_{\mathbf{G}}$,
\begin{equation}
H_{\mathbf{G}\mathbf{G}'}(\mathbf{k};\mathbf{B})=\tfrac12 q^2\delta_{\mathbf{G}\mathbf{G}'}+V_{\mathbf{G}-\mathbf{G}'}+\boldsymbol{\sigma}\cdot\left[\mathbf{B}_{\mathbf{G}-\mathbf{G}'}+i\lambda V_{\mathbf{G}-\mathbf{G}'}\,\mathbf{q}\times\mathbf{q}'\right].
\label{eq:pw}
\end{equation}

Time reversal is $\Theta=UK$, with $U=-i\sigma_y$, $K$ complex conjugation and $\Theta^2=-1$. It reverses $\mathbf{B}$ in $H$, so for bands numbered in order of energy
\begin{equation}
\varepsilon_n(-\mathbf{k};-\mathbf{B})=\varepsilon_n(\mathbf{k};\mathbf{B}).
\label{eq:general}
\end{equation}
At fixed $\mathbf{B}$ a band may have a part odd in $\mathbf{k}$. For a nondegenerate band near $\mathbf{k}=0$ its lowest possible term is $\mathbf{T}\cdot\mathbf{k}$, where $\mathbf{T}$ can be built, for example, as $\hat{\mathbf{m}}\times\hat{\mathbf{P}}$ from the magnetisation direction $\hat{\mathbf{m}}$ and a polar axis $\hat{\mathbf{P}}$.

With $f$ the Fermi function, $n_{\mathbf{k}}(\mathbf{r})$ and $\mathbf{m}_{\mathbf{k}}(\mathbf{r})$ are the sums over bands of $f\psi^\dagger\psi$ and $f\psi^\dagger\boldsymbol{\sigma}\psi$. Two cases are settled, both with even bands:

For $\mathbf{B}=0$ and any $\lambda$, $n_{-\mathbf{k}}=n_{\mathbf{k}}$ and $\mathbf{m}_{-\mathbf{k}}=-\mathbf{m}_{\mathbf{k}}$. Where $\mathbf{k}\equiv-\mathbf{k}$, $\Theta^2=-1$ makes $\psi$ and $\Theta\psi$ orthogonal, a Kramers pair.

For $\lambda=0$ and collinear or coplanar order, with $\hat{\mathbf{n}}\cdot\mathbf{B}(\mathbf{r})=0$ everywhere for a fixed unit vector $\hat{\mathbf{n}}$, the operator $A=(\hat{\mathbf{n}}\cdot\boldsymbol{\sigma})\,\Theta$ commutes with $H$ and sends $\mathbf{k}$ to $-\mathbf{k}$, giving
\begin{equation}
n_{-\mathbf{k}}=n_{\mathbf{k}},\qquad \mathbf{m}_{-\mathbf{k}}=\mathbf{m}_{\mathbf{k}}-2\hat{\mathbf{n}}(\hat{\mathbf{n}}\cdot\mathbf{m}_{\mathbf{k}}).
\label{eq:cop}
\end{equation}
For collinear order this becomes $\mathbf{m}_{-\mathbf{k}}=\mathbf{m}_{\mathbf{k}}$. Spin-orbit coupling spoils $A$.

\section{The general criterion}

A unitary operation acts as $(g\psi)(\mathbf{r})=U_g\,\psi(R^{-1}(\mathbf{r}-\mathbf{t}))$, with $R$ orthogonal and $U_g$ a spin matrix. A shift by $\mathbf{L}$ multiplies it by $e^{i\mathbf{k}\cdot R^{-1}\mathbf{L}}=e^{i(R\mathbf{k})\cdot\mathbf{L}}$. Thus $g$ sends $\mathbf{k}$ to $R\mathbf{k}$, and the antiunitary $\Theta g$ sends it to $-R\mathbf{k}$. A unitary symmetry relates $\mathbf{k}$ to $-\mathbf{k}$ where $(R+1)\mathbf{k}$ is a reciprocal lattice vector, an antiunitary one where $(R-1)\mathbf{k}$ is. Unless the matrix in brackets is zero, the solutions within the zone form finitely many planes, lines or points. A crystal has finitely many point parts $R$, so such sets cannot fill a three-dimensional zone. Symmetry therefore guarantees $\varepsilon_n(-\mathbf{k})=\varepsilon_n(\mathbf{k})$ at every $\mathbf{k}$ exactly when $H$ has a unitary symmetry with $R=-1$ or an antiunitary symmetry with $R=+1$. Absence of both leaves the odd part unconstrained at a general point; it could still vanish for specially tuned fields. For $\lambda=0$ the spin matrix $U_g$ is free, and $A$ is the case $R=+1$, $\mathbf{t}=0$. A noncoplanar magnet without spin-orbit coupling has no such $A$ and needs a spatial operation, possibly joined with a spin rotation. For $\lambda\neq0$, $\boldsymbol{\sigma}$ must turn as the axial vector $\mathbf{w}$ does, which is unchanged for $R=\pm1$, so $U_g=1$ and two possibilities remain.

The first is inversion. With the origin at the centre, it requires $V(-\mathbf{r})=V(\mathbf{r})$ and $\mathbf{B}(-\mathbf{r})=\mathbf{B}(\mathbf{r})$, that is, real $V_{\mathbf{G}}$ and $\mathbf{B}_{\mathbf{G}}$; $\nabla V$ and $\mathbf{p}$ are then both odd and $\mathbf{w}$ is even. The partner state is $\psi(-\mathbf{r})$, so
\begin{equation}
n_{-\mathbf{k}}(\mathbf{r})=n_{\mathbf{k}}(-\mathbf{r}),\qquad \mathbf{m}_{-\mathbf{k}}(\mathbf{r})=\mathbf{m}_{\mathbf{k}}(-\mathbf{r}).
\end{equation}
The second is time reversal with a translation $\boldsymbol{\tau}$. It requires $V(\mathbf{r}-\boldsymbol{\tau})=V(\mathbf{r})$ and $\mathbf{B}(\mathbf{r}-\boldsymbol{\tau})=-\mathbf{B}(\mathbf{r})$. Applied twice it leaves both fields unchanged, so $2\boldsymbol{\tau}$ is a vector of the primitive magnetic lattice and $e^{-i\mathbf{G}\cdot\boldsymbol{\tau}}=\pm1$. In Fourier form $V_{\mathbf{G}}$ vanishes where the sign is $-1$ and $\mathbf{B}_{\mathbf{G}}$ where it is $+1$, in particular at $\mathbf{G}=0$, so either $\mathbf{B}=0$, which is forced when $\boldsymbol{\tau}$ is itself a lattice vector and is the nonmagnetic case treated above, or the crystal is an antiferromagnet. The partner state is $U\psi^*(\mathbf{r}-\boldsymbol{\tau})$, and
\begin{equation}
n_{-\mathbf{k}}(\mathbf{r})=n_{\mathbf{k}}(\mathbf{r}-\boldsymbol{\tau}),\qquad \mathbf{m}_{-\mathbf{k}}(\mathbf{r})=-\mathbf{m}_{\mathbf{k}}(\mathbf{r}-\boldsymbol{\tau}).
\end{equation}
Over a three-dimensional zone, a noncentrosymmetric magnet with spin-orbit coupling may thus be merged if it has this symmetry, and has no guarantee otherwise. In both cases the contribution of a pair is $n_{\mathbf{k}}$ plus its image, which for $\mathbf{B}\neq0$ differs in general from $2n_{\mathbf{k}}$; for $\mathbf{B}=0$ the two are equal, since then $n_{-\mathbf{k}}=n_{\mathbf{k}}$. For inversion the pair gives twice the real part of each Fourier coefficient; for $\Theta\boldsymbol{\tau}$ the coefficients are multiplied by $1+e^{-i\mathbf{G}\cdot\boldsymbol{\tau}}$ for $n$ and by $1-e^{-i\mathbf{G}\cdot\boldsymbol{\tau}}$ for $\mathbf{m}$.

Inversion must be checked on $V$ and $\mathbf{B}$ together. If $V$ is even and $\mathbf{B}$ is odd, the symmetry is $\Theta I$, antiunitary with $R=-1$, which sends $\mathbf{k}$ to $+\mathbf{k}$. Since $I$ commutes with $\Theta$ and $I^2=1$, $(\Theta I)^2=-1$, and the Kramers argument makes every band doubly degenerate at every $\mathbf{k}$, but $\Theta I$ by itself gives no relation to $-\mathbf{k}$. A twofold axis $C_{2z}$, which keeps $B_z$ and reverses $B_x,B_y$, has $(R+1)\mathbf{k}=(0,0,2k_z)$ and pairs $\mathbf{k}$ with $-\mathbf{k}$ only on planes such as $k_z=0$. For a two-dimensional zone that plane is the whole zone. The same holds for $\Theta M_z$, time reversal joined with a horizontal mirror, which is antiunitary with $(R-1)\mathbf{k}=(0,0,-2k_z)$ and requires $V$, $B_x$ and $B_y$ even in $z$ and $B_z$ odd; a layer with a mirror plane and in-plane magnetisation may therefore be merged, with spin-orbit coupling and without an inversion centre.

In a self-consistent calculation whose external potential has the assumed symmetry, the merged and symmetrised densities carry that symmetry into the next $V$ and $\mathbf{B}$, so a solution that breaks it cannot appear.

These statements were put to a plane-wave model with random real fields in a cubic cell, 126 $\mathbf{G}$ vectors at $\mathbf{k}=(0.21,0.13,-0.34)$ bohr$^{-1}$, and $\lambda$ raised to 0.3 bohr$^2$ where it is switched on. Equation~(\ref{eq:pw}) is diagonalised separately at $\mathbf{k}$ and $-\mathbf{k}$. The largest $|\varepsilon_n(\mathbf{k})-\varepsilon_n(-\mathbf{k})|$ over the lowest eight bands is of order $10^{-15}$ Ha for $\mathbf{B}=0$ with and without spin-orbit coupling, for collinear and coplanar fields without it, for inversion, for $\Theta\boldsymbol{\tau}$, and for $C_{2z}$ at $k_z=0$. In the remaining cases it is, in hartree,
\begin{center}
\begin{tabular}{ll}
noncoplanar, $\lambda=0$ & $6.8\times10^{-2}$\\
collinear, $\lambda\neq0$, no inversion & $8.8\times10^{-2}$\\
collinear, $\lambda\neq0$, $\Theta I$ & $1.6\times10^{-2}$\\
$C_{2z}$ magnet, $\lambda\neq0$, $k_z\neq0$ & $3.3\times10^{-3}$
\end{tabular}
\end{center}
These sizes belong to the random model and show only that the odd part is present. For $\mathbf{B}=0$ with spin-orbit coupling the lowest band has $\langle\boldsymbol{\sigma}\rangle=(-0.879,-0.463,-0.022)$ at $\mathbf{k}$ and the opposite vector at $-\mathbf{k}$. The numerical check also asserts the pointwise density relations for $\mathbf{B}=0$, collinear, coplanar, inversion and $\Theta\boldsymbol{\tau}$, the Kramers and $\Theta I$ degeneracies, Eq.~(\ref{eq:general}) for a general field, and the spin-orbit matrix element against real-space quadrature.

\section{Counting points}

Along axis $i$ a regular mesh has reduced coordinates $(j+s)/N_i$, $j=0,\dots,N_i-1$. It is closed under $\mathbf{k}\to-\mathbf{k}$ if $-(j+s)\equiv j'+s$ modulo $N_i$ has an integer solution, which needs $2s$ integer, so $s=0$ or $\tfrac12$. A coordinate is its own partner if $2(j+s)/N_i$ is an integer. For $s=0$ this gives $j=0$ and, for even $N_i$, $j=N_i/2$, so the count is $s_i=\gcd(2,N_i)$. For $s=\tfrac12$, the odd number $2j+1$ lies between 1 and $2N_i-1$ and must equal $N_i$, so $s_i=1$ for odd $N_i$ and 0 for even $N_i$. With $N_{\rm self}=\prod_is_i$, the remaining points form pairs, and
\begin{equation}
N_{\rm irr}=N_{\rm self}+\tfrac12(N_k-N_{\rm self})=\tfrac12(N_k+N_{\rm self}).
\end{equation}
The program checks this against explicit enumeration of orbits on small three-dimensional meshes. An unshifted $24\times24$ mesh has $(576+4)/2=290$ points.

\section{A solvable case}

Take a square lattice with lattice constant 1 and a polar axis $\hat{\mathbf{z}}$,
\begin{equation}
h(\mathbf{k})=\varepsilon_0+\mathbf{d}\cdot\boldsymbol{\sigma},\qquad \mathbf{d}=\Delta\hat{\mathbf{m}}+\mathbf{g},\qquad \mathbf{g}=\lambda_R(\sin k_y,-\sin k_x,0),
\end{equation}
with $\varepsilon_0=-2t(\cos k_x+\cos k_y)$ and $\Delta,\lambda_R\ge0$. Since $(\mathbf{d}\cdot\boldsymbol{\sigma})^2=|\mathbf{d}|^2$ and the trace of $\mathbf{d}\cdot\boldsymbol{\sigma}$ is zero, $\varepsilon_\pm=\varepsilon_0\pm|\mathbf{d}|$. Here $\varepsilon_0$ is even and $\mathbf{g}$ is odd in $\mathbf{k}$, and $|\mathbf{d}|^2=\Delta^2+|\mathbf{g}|^2+2\Delta\hat{\mathbf{m}}\cdot\mathbf{g}$, so
\begin{equation}
|\mathbf{d}(\mathbf{k})|^2-|\mathbf{d}(-\mathbf{k})|^2=4\Delta\lambda_R\,(m_x\sin k_y-m_y\sin k_x).
\end{equation}
At small $k$ the bracket is $\mathbf{k}\cdot(\hat{\mathbf{z}}\times\hat{\mathbf{m}})$, which is one of the forms named at the start. The sign depends on the band: for $\Delta>0$, $\mathbf{T}_\pm=\pm\lambda_R\,\hat{\mathbf{z}}\times\hat{\mathbf{m}}$, so the lower band has $\mathbf{T}=\lambda_R\,\hat{\mathbf{m}}\times\hat{\mathbf{z}}$. The difference $|\mathbf{d}(\mathbf{k})|^2-|\mathbf{d}(-\mathbf{k})|^2$ vanishes for $\Delta=0$, for $\lambda_R=0$, and for $\hat{\mathbf{m}}=\hat{\mathbf{z}}$. In the last case $\sigma_zh(\mathbf{k})\sigma_z=h(-\mathbf{k})$, which is $C_{2z}$ acting on a two-dimensional zone and reversing the in-plane spin. For $\hat{\mathbf{m}}=\hat{\mathbf{y}}$,
\begin{equation}
\varepsilon_\pm=\varepsilon_0\pm\sqrt{(\Delta-\lambda_R\sin k_x)^2+\lambda_R^2\sin^2k_y}.
\label{eq:bands}
\end{equation}
On $k_y=0$ the root is $|\Delta-\lambda_R\sin k_x|$. For $\Delta>\lambda_R$ the modulus may be dropped and $\varepsilon_\pm(\mathbf{k})-\varepsilon_\pm(-\mathbf{k})=\mp2\lambda_R\sin k_x$, independent of $\Delta$. Where $\lambda_R|\sin k_x|>\Delta$ the argument of the modulus is negative at one of the two points $\pm k_x$, and the difference is $\mp2\Delta\,\mathrm{sgn}(\sin k_x)$; the smaller of the two scales sets the size. A valid reduction remains, since $\sigma_yh(k_x,k_y)\sigma_y=h(k_x,-k_y)$: the mirror $k_y\to-k_y$ keeps $\varepsilon_\pm$ and $\langle\sigma_y\rangle$.

\section{The error of a forbidden merge}

For weights $w_{\mathbf{k}}$ summing to one, let
\begin{equation}
\Omega(\mu)=-k_BT\sum_{\mathbf{k}}w_{\mathbf{k}}\sum_{\pm}\ln\left[1+e^{-(\varepsilon_\pm-\mu)/k_BT}\right],\qquad F=\Omega(\mu)+\mu N,
\end{equation}
with $\mu$ fixed by $\sum w f=N$. Differentiation gives $\partial\Omega/\partial\varepsilon_{\pm}(\mathbf{k})=w_{\mathbf{k}}f_\pm$ and $\partial\Omega/\partial\mu=-\sum wf$. The condition on $\mu$ makes $\Omega+\mu N$ stationary in $\mu$, so $dF/d\lambda_R=\partial\Omega/\partial\lambda_R$ at fixed $\mu$. Let $F_+$ and $F_-$ come from merged meshes that keep $\sin k_x>0$ and $\sin k_x<0$, the second set being the negative of the first, and let $F$ come from the full mesh. At $\lambda_R=0$ the bands $\varepsilon_0\pm\Delta$ are even, so the three agree and share one $\mu_0$ and occupations $f^0_\pm$. From Eq.~(\ref{eq:bands}), $\partial\varepsilon_\pm/\partial\lambda_R=\mp\sin k_x$ at $\lambda_R=0$. Points with $\sin k_x=0$ drop out and the others have weight $2/N_k$, so
\begin{equation}
\left.\frac{dF_+}{d\lambda_R}\right|_0=\frac{2}{N_k}\sum_{\sin k_x>0}\left[f^0_+(-\sin k_x)+f^0_-\sin k_x\right].
\end{equation}
Because $\mathbf{g}$ is odd in both $\mathbf{k}$ and $\lambda_R$, $\varepsilon_\pm(-\mathbf{k};\lambda_R)=\varepsilon_\pm(\mathbf{k};-\lambda_R)$. Hence $F_-(\lambda_R)=F_+(-\lambda_R)$, $F$ is even, and $F_+-F_-$ is odd. For $\Delta>0$ and $T>0$ these functions are smooth at $\lambda_R=0$, and
\begin{equation}
\tfrac12(F_+-F_-)=\frac{2\lambda_R}{N_k}\sum_{\sin k_x>0}\sin k_x\,(f^0_--f^0_+)+O(\lambda_R^3),
\label{eq:err}
\end{equation}
while $F_\pm-F$ equals $\pm$ the same sum up to $O(\lambda_R^2)$. Every term is positive, since the lower band is the more occupied, and the sum tends to a nonzero integral as the mesh is refined. This depends on which half is kept. A merge that keeps $\sin k_y>0$ coincides with the mirror reduction except on the lines $k_y=0$ and $\pi$, so its error falls as $1/N$ with the number $N$ of points per side; for the parameters of the worked example it is $7.9$, $4.0$ and $2.0\times10^{-5}$ Ha per cell for $N=24$, 48 and 96. The error is first order in $\lambda_R$, whereas the true effect of $\lambda_R$ on $F$ is second order. The even remainder has a fixed sign. At equal $\mu$ the two halves together cover each point twice, so $\Omega_++\Omega_-=2\Omega$. As $\partial^2\Omega/\partial\mu^2<0$, the stationary point is a maximum, so $F_\pm\ge\Omega_\pm(\mu)+\mu N$ at the $\mu$ of the full mesh, and adding gives $F_++F_-\ge2F$.

\section{Worked example}

The model parameters are $t=0.05$, $\lambda_R=0.01$, $\Delta=0.03$, $k_BT=0.01$ Ha and $N=0.8$ electrons per cell, not self-consistent. For $\hat{\mathbf{m}}=\hat{\mathbf{y}}$ and $\mathbf{k}=(\pm\pi/2,0)$, $\varepsilon_0=-2(0.05)(0+1)=-0.10$ Ha. At $+\pi/2$ the root is $0.03-0.01=0.02$, giving $-0.12$ and $-0.08$ Ha; at $-\pi/2$ it is $0.03+0.01=0.04$, giving $-0.14$ and $-0.06$ Ha. The lower band differs by $0.0200$ Ha $=544.2$ meV, which is $2\lambda_R$.

On the $24\times24$ mesh, with $\mu$ in Ha, $F$ in Ha per cell and $\langle\sigma_y\rangle$ the plain weighted sum per cell:
\begin{center}
\begin{tabular}{lcccc}
set & points & $\mu$ & $F$ & $\langle\sigma_y\rangle$\\
full & 576 & $-0.027876$ & $-0.084143$ & $-0.2196$\\
merged $+$ & 290 & $-0.027020$ & $-0.082702$ & $-0.1741$\\
merged $-$ & 290 & $-0.028770$ & $-0.085577$ & $-0.2649$\\
mirror & 312 & $-0.027876$ & $-0.084143$ & $-0.2196$
\end{tabular}
\end{center}
The mirror set has $24\times(24+2)/2=312$ points and reproduces the full mesh. The merged sets shift $\mu$ by $-0.027020+0.027876=+0.000856$ Ha and $-0.028770+0.027876=-0.000894$ Ha, and shift $\langle\sigma_y\rangle$ by $+0.0455$ and $-0.0453$, each 21\% of the full-mesh value. The free-energy errors are $F_+-F=0.001440$ and $F_--F=-0.001435$ Ha per cell; their sum is positive, as the inequality requires. For scale, the full mesh gives $F=-0.084147$ Ha per cell for $\hat{\mathbf{m}}=\hat{\mathbf{z}}$, so the anisotropy between $\hat{\mathbf{y}}$ and $\hat{\mathbf{z}}$ is about $4\times10^{-6}$ Ha per cell on this mesh, a few hundred times smaller than the error. That figure rests on the last printed digit, and the ratio belongs to these parameters. What holds in general is the order: $F$ is even in $\lambda_R$ for either direction and independent of direction at $\lambda_R=0$, so the anisotropy is at least second order in $\lambda_R$ while the error is first order, with a coefficient that depends on which half of the zone is kept.

The controls behave as derived. For $\hat{\mathbf{m}}=\hat{\mathbf{z}}$ and for $\Delta=0$ the merged $\mu$ and $F$ equal the full values ($F=-0.080794$ Ha per cell for $\Delta=0$). The plain weighted $\langle\sigma_y\rangle$ over the merged set is nevertheless $+0.0479$ and $+0.0493$, against zero on the full mesh, because $\sigma_y$ is odd under the operation that permits the merge. Its sign follows from $d_y=-\lambda_R\sin k_x<0$ on the kept half, where the lower band has $\langle\sigma_y\rangle=-d_y/|\mathbf{d}|>0$; the upper band has the opposite value but is less occupied at each $\mathbf{k}$, so it cancels only part of this.

On meshes of 24, 48 and 96 points per side, $F_+-F$ is $0.001440$, $0.001445$ and $0.001446$ Ha per cell, while $F$ itself moves by only about $4\times10^{-8}$ Ha per cell, across the rounding boundary between $-0.084143$ and $-0.084142$. On the finest mesh the errors are $+39.4$ and $-39.2$ meV per cell. The first-order sum in Eq.~(\ref{eq:err}) is $0.001441$, $0.001445$ and $0.001447$. Its slow rise comes from the ends of the half zone: the $k_x$ sum is a trapezoid rule with step $h$ on $[0,\pi]$ for an integrand that rises from zero at $0$ and falls to zero at $\pi$, so the Euler--Maclaurin term $h^2[u'(\pi)-u'(0)]/12$ for that integrand $u$ is negative and the limit is approached from below; the printed digits are too few to confirm the exponent. On the finest mesh $(F_+-F_-)/2=0.001444$ lies 0.2\% below the first-order value. This is closer than the ratios $\lambda_R/\Delta=1/3$ and $\lambda_R/k_BT=1$ would suggest, and the cubic coefficient has not been derived here. At $\lambda_R=10^{-4}$ Ha the ratio of $(F_+-F_-)/2$ to the first-order sum is $1.000000$, and this is the case in which the program tests Eq.~(\ref{eq:err}).

\section*{Numbers as computed}
\begin{verbatim}
physical lam = alpha^2/4 = 1.3313e-05 bohr^2; model lam = 0.3 bohr^2
plane waves: k = [ 0.21  0.13 -0.34] 1/bohr, 126 G vectors
max |eps(k)-eps(-k)| over the lowest 8 bands:
  B=0, no SOC: 2.61e-15 Ha
  B=0, SOC: 1.05e-15 Ha
  collinear, no SOC: 1.55e-15 Ha
  coplanar, no SOC: 3.00e-15 Ha
  noncoplanar, no SOC: 6.76e-02 Ha
  collinear, SOC, no inversion: 8.79e-02 Ha
  noncoplanar, SOC, inversion: 1.97e-15 Ha
  collinear, SOC, Theta*tau: 1.86e-15 Ha
  collinear, SOC, Theta*inversion: 1.61e-02 Ha
  C2z magnet, SOC, kz=0: 3.39e-15 Ha
  C2z magnet, SOC, kz!=0: 3.27e-03 Ha
  generic B, SOC, eps(k;B) vs eps(-k;-B): 1.75e-15 Ha
  B=0, SOC, lowest band <sigma>(+k) = [-0.8789 -0.463  -0.0223] (dimensionless)
  B=0, SOC, lowest band <sigma>(-k) = [0.8789 0.463  0.0223] (dimensionless)
Rashba magnet: t=0.05 Ha, lr=0.01 Ha, D=0.03 Ha, kT=0.01 Ha, N=0.8 e/cell
m=y, k=(+pi/2,0): eps- = -0.1200 Ha, eps+ = -0.0800 Ha
m=y, k=(-pi/2,0): eps- = -0.1400 Ha, eps+ = -0.0600 Ha
eps-(k)-eps-(-k) = 0.0200 Ha = 544.2 meV
24x24 mesh, number of points: {'full': 576, 'plus': 290, 'minus': 290, 'mirror': 312}
24x24 mesh: mu (Ha), F (Ha/cell), <sigma_y> per cell (plain weighted sum)
  m=y full  : -0.027876  -0.084143  -0.21959
  m=y plus  : -0.027020  -0.082702  -0.17406
  m=y minus : -0.028770  -0.085577  -0.26488
  m=y mirror: -0.027876  -0.084143  -0.21959
  m=z full  : -0.027893  -0.084147  -0.00000
  m=z plus  : -0.027893  -0.084147  +0.04792
  D=0 full  : -0.023514  -0.080794  -0.00000
  D=0 plus  : -0.023514  -0.080794  +0.04932
lr=0.0001 Ha, 24x24: (F+ - F-)/2 over first-order formula = 1.000000
24x24: F = -0.084143, F+ - F = 0.001440, F- - F = -0.001435 Ha/cell
24x24: (F+ - F-)/2 = 0.001437, first order = 0.001441 Ha/cell
48x48: F = -0.084142, F+ - F = 0.001445, F- - F = -0.001440 Ha/cell
48x48: (F+ - F-)/2 = 0.001442, first order = 0.001445 Ha/cell
96x96: F = -0.084142, F+ - F = 0.001446, F- - F = -0.001441 Ha/cell
96x96: (F+ - F-)/2 = 0.001444, first order = 0.001447 Ha/cell
96x96: F+ - F = 39.36 meV/cell, F- - F = -39.21 meV/cell
\end{verbatim}
